# Subbands of an N-Layer Chain with Alternating Spin-Orbit Energy

A stack of $N$ identical semiconductor layers is built so that each layer is turned by 180 degrees about the layer normal relative to its neighbours (2H stacking). We study the valence states at the in-plane momentum $K$, a corner of the hexagonal Brillouin zone, in a model with these assumptions:

- Each layer contributes one valence orbital. The spin component along the normal, $s=+1$ or $-1$, is conserved.
- In layer 1 the spin-orbit energy at $K$ is $s\lambda$ with $\lambda>0$, so a single layer has the spin splitting $2\lambda$.
- Neighbouring layers are coupled by a real, nonzero hopping $t$, which keeps the spin.
- Energies are measured from the mean layer edge at $K$, which is the same in all layers.

Energies are given in meV.

## (a) The Hamiltonian

**Find the spin-orbit energy of every layer at $K$, and write the Hamiltonian for spin $s$.**

Time reversal changes $K$ into $-K$ and reverses the spin. Since layer 1 has energy $s\lambda$ at $K$, it has energy $-s\lambda$ at $-K$ for the same $s$. A half turn about the normal also exchanges $K$ and $-K$, but it leaves the spin component along the normal unchanged. A turned layer at $K$ therefore has the energy of an unturned layer at $-K$, namely $-s\lambda$. The energy alternates in sign from layer to layer:

$$H_s=s\lambda S+tA,\qquad S=\mathrm{diag}(+1,-1,+1,\dots),$$

where $(A\psi)_l=\psi_{l-1}+\psi_{l+1}$ for $l=1,\dots,N$. The chain has open ends, which is expressed by $\psi_0=\psi_{N+1}=0$.

## (b) Modes of the hopping term

**Diagonalize $A$, and find what $S$ does to its eigenvectors.**

Try $\phi(l)=\sin l\theta$. The addition theorem gives

$$\sin(l-1)\theta+\sin(l+1)\theta=2\cos\theta\,\sin l\theta .$$

The condition at $l=0$ holds, and the one at $l=N+1$ requires $\sin(N+1)\theta=0$. Hence

$$\phi_k(l)=\sqrt{\tfrac{2}{N+1}}\,\sin l\theta_k,\qquad \theta_k=\frac{k\pi}{N+1},\qquad a_k=2\cos\theta_k,\qquad k=1,\dots,N.$$

The cosine decreases strictly between 0 and $\pi$, so the $N$ eigenvalues $a_k$ are distinct. The eigenvectors are then orthogonal and form a complete set. For the normalization, write $\sin^2 l\theta_k=\frac12(1-\cos 2l\theta_k)$ and sum over $l=0,\dots,N$. The cosines add to zero, because $e^{2i\theta_k}$ is an $(N+1)$-th root of unity other than 1. The sum is $(N+1)/2$.

Now apply $S$, whose diagonal entries are $(-1)^{l+1}$. Since

$$\sin l(\pi-\theta)=\sin l\pi\cos l\theta-\cos l\pi\sin l\theta=(-1)^{l+1}\sin l\theta$$

and $\pi-\theta_k=\theta_{N+1-k}$, we obtain

$$S\phi_k=\phi_{N+1-k},\qquad a_{N+1-k}=-a_k .$$

The spin-orbit term thus joins modes in pairs with opposite hopping energies.

## (c) The spectrum

**Find all levels for even and for odd $N$. How does each depend on $t$?**

Take $k<(N+1)/2$ and $k'=N+1-k$. From part (b),

$$H_s\phi_k=ta_k\phi_k+s\lambda\phi_{k'},\qquad H_s\phi_{k'}=s\lambda\phi_k-ta_k\phi_{k'} .$$

The two modes form a closed block with the secular equation

$$(ta_k-E)(-ta_k-E)-\lambda^2=E^2-t^2a_k^2-\lambda^2=0,$$

$$E_k^{\pm}=\pm\sqrt{\lambda^2+4t^2\cos^2\frac{k\pi}{N+1}},\qquad k=1,\dots,\lfloor N/2\rfloor .$$

For even $N$ the $N/2$ blocks use up all $N$ modes. For odd $N$ the $(N-1)/2$ blocks leave one mode over, $k_0=(N+1)/2$, which is its own partner. It has $\theta=\pi/2$, so $a_{k_0}=0$ and $S\phi_{k_0}=\phi_{k_0}$. Therefore

$$H_s\phi_{k_0}=s\lambda\,\phi_{k_0},\qquad E_0=s\lambda .$$

This level does not contain $t$. It is unpaired in the sense that the same spin has no level at $-s\lambda$. The paired levels do move: differentiating $E^2=\lambda^2+4t^2\cos^2\theta_k$ gives

$$\frac{dE}{dt}=\frac{4t\cos^2\theta_k}{E},$$

which is nonzero because $t\neq0$ and $\theta_k<\pi/2$. An odd stack has one level independent of $t$ for each spin, and an even stack has none.

At $t=0$ an odd stack has $(N+1)/2$ levels at $s\lambda$, one for each odd layer, and no single one can be called unpaired. Any nonzero $t$ moves all but one of them away.

## (d) Why the level stays

**Write the unpaired state layer by layer. Does it survive if the hoppings differ from bond to bond?**

Since $\sin(l\pi/2)=1,0,-1,0,1,\dots$, the state has equal weight $2/(N+1)$ on each odd layer and none on the even layers. An electron can hop into an even layer from above or from below. The two amplitudes have opposite signs and cancel.

Let $t_l\neq0$ be the hopping between layers $l$ and $l+1$, and look for a state at $E=s\lambda$. In an odd layer the site energy equals $E$, so the Schrödinger equation reduces to

$$t_{l-1}\psi_{l-1}+t_l\psi_{l+1}=0\qquad(l\ \text{odd}).$$

For $l=1$ it gives $\psi_2=0$, for $l=3$ it then gives $\psi_4=0$, and so on: all even amplitudes vanish. In an even layer what remains is

$$t_{l-1}\psi_{l-1}+t_l\psi_{l+1}=0\qquad(l\ \text{even}).$$

For odd $N$ every even layer has two neighbours, and these equations fix each odd amplitude from the previous one:

$$\psi_{l+2}=-\frac{t_l}{t_{l+1}}\psi_l\qquad(l\ \text{odd}).$$

There is one such state, and its energy is still $s\lambda$. Unequal hoppings redistribute its weight but do not shift it. For even $N$ the last layer has one neighbour, so $t_{N-1}\psi_{N-1}=0$. Working back through the other equations makes every amplitude zero, and no level lies at $s\lambda$.

## (e) Away from $K$

**Let each layer have several orbitals. Under what condition does the cancellation survive at a general in-plane momentum $\mathbf k$?**

Let $h_a(\mathbf k)$ be the Hamiltonian matrix of an odd layer and $h_b(\mathbf k)$ that of an even layer. Suppose that each even layer is coupled to both neighbours by the same matrix $T(\mathbf k)$. Take $h_a\chi=\varepsilon\chi$ and give the odd layers the amplitudes $\chi,-\chi,\chi,\dots$. Each even layer receives $T\chi-T\chi=0$, and each odd layer returns $\varepsilon\chi$. Every band $\varepsilon(\mathbf k)$ of a single layer is therefore also a band of the odd stack. Where this condition on $T$ holds, one may speak of an unpaired subband and not just of a level at $K$.

Reflection in the plane of the even layer exchanges its two neighbours. Call an orbital even or odd according to its sign change under reflection in the plane of its own layer. Two orbitals of equal parity then have the same coupling on both sides, while two of opposite parity have couplings of opposite sign. The condition on $T$ is therefore met if all orbitals in the model have the same parity, whether even or odd. If an even state $\chi$ also couples to odd orbitals of the even layers, those contributions add instead of cancelling, and the level can shift. Part (h) works out an example with assumed values.

## (f) Spin and position in the spectrum

**Compare the two spins at $K$. Where does the unpaired level lie, and on which layers do the other states live?**

The paired levels contain $\lambda^2$ and so are the same for both spins. For even $N$ every level at $K$ is spin-degenerate. For odd $N$ the spectra differ in one level, $+\lambda$ for $s=+1$ and $-\lambda$ for $s=-1$. The full single-layer splitting $2\lambda$ survives between these two.

All paired levels satisfy $|E|>\lambda$. For $s=+1$ the unpaired level is thus the lowest of the upper group. For $N\ge3$ the top valence subband is the paired level with $k=1$. It rises with $N$ towards the bulk limit $\sqrt{\lambda^2+4t^2}$, since $\cos\frac{\pi}{N+1}\to1$.

The layer weights follow from the Hellmann–Feynman theorem. The derivative of $E$ with respect to the coefficient $s\lambda$ of $S$ is $\langle S\rangle$, and $E^2=(s\lambda)^2+4t^2\cos^2\theta_k$ gives

$$\langle S\rangle=\frac{s\lambda}{E}.$$

The total weight on the odd layers is $(1+\langle S\rangle)/2$. In the top subband, spin $+1$ favours odd layers and spin $-1$ favours even layers. The level is spin-degenerate, but its two spins favour different layers. The separation is strong when $t$ is small against $\lambda$ and fades when $t\gg\lambda$.

## (g) A trilayer

**Take $N=3$, $\lambda=230$ meV and $t=60$ meV. Find the levels, and compare with other $t$ and $N$.**

These are rough values typical of the valence band of 2H tungsten diselenide at $K$. With $\cos^2(\pi/4)=1/2$,

$$E_1^\pm=\pm\sqrt{230^2+2\times60^2}\ \text{meV}=\pm\sqrt{60100}\ \text{meV}=\pm245.15\ \text{meV}.$$

Spin $+1$ has levels at $-245.15$, $230.00$ and $245.15$ meV. Spin $-1$ has them at $-245.15$, $-230.00$ and $245.15$ meV. The unpaired levels are split by 460 meV, or 0.46 eV.

The unpaired state has weight one half on each outer layer. The top state with spin $+1$ has $\langle S\rangle=230/245.15=0.938$, which places 0.969 of its weight on the two outer layers and 0.031 on the middle one. The outer-layer weights of the two states are nearly equal. What separates them is the relative sign of the outer amplitudes, opposite in the unpaired state and equal in the top state.

With $\lambda$ fixed, raising $t$ from 20 to 100 meV moves the top level from 231.73 to 270.00 meV, while the unpaired level stays at 230.00 meV.

With $\lambda$ and $t$ fixed, the level nearest to $\lambda$ lies at 237.70 meV for $N=2$, 232.97 meV for $N=4$ and 231.54 meV for $N=6$. For $N=3$, 5 and 7 it lies at 230.00 meV. The distinction between odd and even stacks is exact in the model, but it becomes small in energy. For even $N$ the nearest level has $k=N/2$ and $\cos\theta_k=\sin\frac{\pi}{2(N+1)}$. Expanding the square root for $t\cos\theta_k\ll\lambda$, and then the sine for large $N$, gives

$$E-\lambda\approx\frac{2t^2}{\lambda}\sin^2\frac{\pi}{2(N+1)}\approx\frac{\pi^2t^2}{2\lambda(N+1)^2}.$$

## (h) What moves the unpaired level

**For the trilayer, find the effect of (i) an energy shift $u$ of both outer layers, (ii) a direct hopping $t_2$ between them, (iii) a perpendicular electric field, and (iv) a remote orbital of the middle layer that is odd under reflection.**

Use the basis

$$\psi=\frac{(1,0,-1)}{\sqrt2},\qquad g=\frac{(1,0,1)}{\sqrt2},\qquad m=(0,1,0).$$

Here $\psi$ is the unpaired state. The hopping couples $g$ and $m$ with strength $\sqrt2\,t$.

(i) The perturbation $\mathrm{diag}(u,0,u)$ multiplies $\psi$ by $u$, so the level becomes $s\lambda+u$ exactly.

(ii) The direct hopping exchanges the outer amplitudes and gives $-t_2\psi$. The level becomes $s\lambda-t_2$ exactly.

Both changes are the same for the two spins and leave the splitting $2\lambda$ intact. With assumed trial sizes $u=10$ meV and $t_2=2$ meV, the shifts are $+10$ and $-2$ meV.

(iii) Let $F$ be the field inside the stack and $d$ the layer spacing. The potential energy is $\mathrm{diag}(v,0,-v)$ with $v=eFd$. It turns $\psi$ into $vg$ and $g$ into $v\psi$. Let $c_\psi,c_g,c_m$ be the amplitudes of a state and $x=E-s\lambda$ its energy shift. Then

$$xc_\psi=vc_g,\qquad xc_g=vc_\psi+\sqrt2\,tc_m,\qquad (x+2s\lambda)c_m=\sqrt2\,tc_g .$$

Insert $c_\psi=vc_g/x$ and $c_m=\sqrt2\,tc_g/(x+2s\lambda)$ into the middle equation, divide by $c_g$, and multiply by $x(x+2s\lambda)$:

$$(x^2-v^2)(x+2s\lambda)=2t^2x .$$

For a weak field the root that starts at $x=0$ is of order $v^2$. The leading terms are $-2s\lambda v^2=2t^2x$, hence

$$x\approx-\frac{s\lambda v^2}{t^2},\qquad |v|\ll\frac{t^2}{\lambda}.$$

Dropping $v^2x$ against $2t^2x$ also requires $|v|\ll t$, which the stated condition ensures because $t<\lambda$ here. The field mixes $\psi$ with $g$, and the small scale $t^2/\lambda$ reflects how weakly the outer layers are joined through the middle one. Here it is $3600/230=15.65$ meV. For $d=0.65$ nm, a field of 1 MV/cm, which is $10^8$ V/m, gives $v=65$ meV. The scale is thus reached at $15.65/65=0.24$ MV/cm.

At 0.1 MV/cm, $v=6.5$ meV, and the weak-field formula gives $-2.70$ meV for $s=+1$. Diagonalization gives $-2.34$ meV, so the formula is too large in magnitude by about 15 percent of the diagonalized shift. At 1 MV/cm the formula gives $-270$ meV and has lost its meaning, while the actual model shift is $-56.7$ meV. Then $c_g/c_\psi=x/v=-0.87$, and the amplitudes on layers 1 and 3 are proportional to $1-0.87=0.13$ and $-1-0.87=-1.87$. The state has moved almost entirely to one outer layer.

The cubic equation is unchanged when $x$ and $s$ both change sign, so the two spins shift oppositely. The distance between the two levels falls from 460 meV to $460-2\times56.7=346.6$ meV at 1 MV/cm. At that field the two states lie on opposite outer layers, spin $+1$ on layer 3 and spin $-1$ on layer 1, so this number includes the potential difference between the layers. The two spin states on the same outer layer are about 475 meV apart.

(iv) Let the remote orbital have energy $D$ and couplings $w$ and $-w$ to the outer layers. Its coupling to $\psi$ is $(w+w)/\sqrt2=\sqrt2\,w$, and its coupling to $g$ is zero. The resulting two-state problem gives

$$x\,[x-(D-s\lambda)]=2w^2,\qquad x\approx-\frac{2w^2}{D-s\lambda}\quad\text{for } |w|\ll |D-s\lambda| .$$

For assumed trial values $w=60$ meV and $D=2000$ meV, diagonalization gives shifts of $-4.06$ meV for $s=+1$ and $-3.22$ meV for $s=-1$. The splitting changes by about $-0.8$ meV for these values. Size and sign depend on $D$: an orbital at $D=-1000$ meV pushes the level up, by 5.8 meV for $s=+1$ and 9.2 meV for $s=-1$, and changes the splitting by $-3.4$ meV.

## (i) The model beside a real stack

**Can the unpaired subband of the trilayer be told apart from the top one at room temperature, and which assumption needs care in a device?**

The two subbands with $s=+1$ are 15.15 meV apart at $K$, while $k_BT=25.85$ meV at 300 K. For a dilute hole gas, the occupation of an unpaired state relative to a top state is $e^{-15.15/25.85}=0.56$. Without a field, holes therefore occupy both subbands, and broadening comparable with 15 meV would blur them in a spectrum. A field widens this gap, to about 20 meV at 0.1 MV/cm and 129 meV at 1 MV/cm, where the unpaired subband is nearly empty of holes. The 460 meV between the two unpaired levels is large compared with $k_BT$.

In tungsten diselenide the single-layer splitting at $K$ is roughly 0.4 to 0.5 eV and the interlayer hopping is some tens of meV, so the chosen parameters are not far from typical. The assumption of equal layer energies needs care in a device. A gate or a substrate on one side produces a potential difference between the outer layers, and an internal field of 1 MV/cm moves the unpaired level by 57 meV, the largest shift among the cases examined here. To keep that shift below about 3 meV with these parameters, the internal field must stay near or below 0.1 MV/cm. This rule is for a uniform field, with energies measured from the middle layer. A shift $u$ of one outer layer alone is the sum of case (i) with $u/2$ and a field with $v=u/2$, so it moves the level at first order, by about $u/2$. The model also omits the states near the zone centre, so it cannot say whether the valence maximum of the stack lies at $K$. Lifetime broadening and many-body shifts are left out as well. The levels quoted here, which also appear in the numerical output below, are results of this model and not measured energies.

## Table of computed values

```
lam = 230 meV, t = 60 meV, spacing = 0.65 nm
N=3 levels, spin +1: -245.15, 230.00, 245.15 meV
N=3 levels, spin -1: -245.15, -230.00, 245.15 meV
N=3 spin +1 unpaired state, layer weights: 0.5000, 0.0000, 0.5000
N=3 spin +1 top state, layer weights: 0.4845, 0.0309, 0.4845
N=3 top state, layer polarization: 0.9382
N=3, t=20 meV: unpaired 230.00, top 231.73 meV
N=3, t=60 meV: unpaired 230.00, top 245.15 meV
N=3, t=100 meV: unpaired 230.00, top 270.00 meV
N=1: top 230.00, level nearest lam 230.00 meV
N=2: top 237.70, level nearest lam 237.70 meV
N=3: top 245.15, level nearest lam 230.00 meV
N=4: top 249.65, level nearest lam 232.97 meV
N=5: top 252.39, level nearest lam 230.00 meV
N=6: top 254.14, level nearest lam 231.54 meV
N=7: top 255.33, level nearest lam 230.00 meV
bulk top: 259.42 meV
N=3: number of levels independent of t = 1
N=4: number of levels independent of t = 0
N=5: number of levels independent of t = 1
N=6: number of levels independent of t = 0
N=3 unpaired spin splitting: 460.00 meV
field scale t^2/lam: 15.65 meV
field at that scale: 0.241 MV/cm
F=0.01 MV/cm: step 0.65 meV, shift(+1) -0.027 meV
  second-order shift -0.027 meV, splitting 459.95 meV
F=0.10 MV/cm: step 6.50 meV, shift(+1) -2.338 meV
  second-order shift -2.699 meV, splitting 455.32 meV
F=1.00 MV/cm: step 65.00 meV, shift(+1) -56.684 meV
  second-order shift -269.931 meV, splitting 346.63 meV
outer-layer shift 10 meV: unpaired(+1) moves 10.00 meV
second hopping 2 meV: unpaired(+1) moves -2.00 meV
remote orbital: w 60 meV, energy 2000 meV
  unpaired(+1) moves -4.06 meV
  unpaired(-1) moves -3.22 meV
top minus unpaired, spin +1: 15.15 meV
kT at 300 K: 25.85 meV
hole Boltzmann ratio unpaired/top per state: 0.556
```
